The radial Coulomb resolvent and its discontinuity across the cut

Completeness of the radial Coulomb functions from the resolvent

Hartree atomic units are used. For a fixed point nucleus of charge Z > 0 and angular momentum l, the radial Hamiltonian acting on u(r) = rR(r) in L²(0,∞) is

H = −½ d²/dr² + l(l+1)/(2r²) − Z/r,

with u ∝ r^(l+1) at the origin. For l = 0 this condition is a real choice, since the second solution is also square integrable there. For complex E let κ = √(−2E), Re κ > 0, and ν = Z/κ. The cut lies on E ≥ 0; on its upper lip E = k²/2, κ = −ik, ν = is, s = Z/k. The Wronskian is W[u,v] = uv′ − u′v, ψ is the digamma function, and

A(E) = Π(j=1..l) (1 − j²/ν²) = Π(j=1..l) (1 + 2Ej²/Z²),  D = 2(2Z)^(2l+1)/[(2l+1)!]².

(a) Construct two solutions of Hu = Eu that are entire in E, and find their Wronskian.

Solution. The equation is u″ = [l(l+1)/r² − 2Z/r − 2E]u. Inserting φ = Σ c_k r^(k+l+1), c₀ = 1, and using (k+l+1)(k+l) − l(l+1) = k(k+2l+1) gives

k(k+2l+1) c_k = −2Z c_(k−1) − 2E c_(k−2).

Take χ = Λφ ln r + Σ d_k r^(k−l), d₀ = 1. The logarithm adds Λ(2φ′/r − φ/r²) to χ″, so with j = k − 2l − 1

k j d_k = −2Z d_(k−1) − 2E d_(k−2) − Λ(2j+2l+1) c_j.

At j = 0 the left side vanishes; this fixes Λ and leaves d_(2l+1) free, and we set it to zero. All coefficients are real polynomials in E. The divisor grows as k², so both series converge uniformly for bounded r and E; φ and χ are entire in E and real for real E. W is constant, and at r → 0

W[φ,χ] = −l − (l+1) = −(2l+1).

(b) Find the solution w that decays at infinity, normalised to r^(−l) at the origin, and the kernel G of (E − H)^(−1). Writing w = χ + mφ, determine m.

Solution. Put u = r^(l+1) e^(−κr) v(z), z = 2κr. The equation becomes r v_rr + (2l+2 − 2κr)v_r + (2Z − 2κ(l+1))v = 0, and division by 2κ gives Kummer's equation z v″ + (b − z)v′ − a v = 0 with a = l+1−ν, b = 2l+2. The integral

V(z) = ∫₀^∞ e^(−zt) t^(a−1) (1+t)^(b−a−1) dt

solves it for Re a > 0, because the operator turns the integrand into −d/dt[e^(−zt) t^a (1+t)^(b−a)]. Integration by parts continues V in a, with simple poles at a = 0, −1, …; turning the ray to arg t = −arg z continues it to |arg z| ≤ π/2. Expanding (1+t)^(b−a−1) about t = 0 gives V ≈ Γ(a)z^(−a) at large z.

For small z, treat a as free with Re a > 2l+1. The z integral gives Γ(σ)t^(−σ) and the t integral is a beta function:

∫₀^∞ z^(σ−1) V dz = Γ(σ) Γ(a−σ) Γ(σ−2l−1)/Γ(a−2l−1),  2l+1 < Re σ < Re a.

Invert this Mellin transform and move the contour to the left, collecting residues of the transform times z^(−σ). The simple poles σ = j = 1, …, 2l+1 give z^(−j) times a real constant times Γ(a−j)/Γ(a−2l−1), a polynomial in a of degree 2l+1−j; the leading term is (2l)! z^(−2l−1). At σ = 0, with n = 2l+1 odd, use Γ(σ) ≈ (1+σψ(1))/σ, Γ(σ−n) ≈ −(1+σψ(n+1))/(n! σ), Γ(a−σ) ≈ Γ(a)(1−σψ(a)) and z^(−σ) ≈ 1 − σ ln z. The residue is

[Γ(a)/Γ(a−2l−1)] [ln z + ψ(a) − ψ(1) − ψ(2l+2)]/(2l+1)!.

V is a combination of two Frobenius solutions entire in a, with coefficients meromorphic in a, so these expressions hold for all a by continuation. Pairing j with −j,

Γ(a)/Γ(a−2l−1) = Π(j=−l..l) (j − ν) = −ν Π(j=1..l) (ν² − j²) = −ν^(2l+1) A.

Define w = (2κ)^(2l+1) r^(l+1) e^(−κr) V(2κr)/(2l)!. It starts as r^(−l), so w = χ + mφ, and m is the coefficient of r^(l+1) without ln r, because d_(2l+1) = 0. Write ln z = ln r + ln 2Z − ln ν and use κν = Z. The simple poles, multiplied by the series of e^(−z/2), give κ^(2l+1) times polynomials in ν of degree at most 2l, that is, polynomials in κ. Also ψ(l+1−ν) = ψ(1−ν) + Σ(j=1..l) 1/(j−ν), and A/(j−ν) = Aκ/(jκ−Z) is a polynomial because A contains the factor 1 − j²κ²/Z²; so is A/(2ν). Hence

−2m/(2l+1) = D A h(ν) + q(κ),  h(ν) = ψ(1−ν) − ln ν + 1/(2ν),

with q a real polynomial. For l = 0 the simple pole gives 2κ·(−½) = −κ = −2Z/(2ν), and with ψ(1) = −γ, ψ(2) = 1−γ one finds q = 4Z(ln 2Z + 2γ − 1).

The kernel is G = Cφ(r<)w(r>). The equation (E−H)G = δ(r−r′) requires ∂G/∂r to jump by 2, and the jump is C W[φ,w] = −C(2l+1). Therefore

G = −2φ(r<)w(r>)/(2l+1) = −2φ(r<)χ(r>)/(2l+1) + (D A h + q) φ(r)φ(r′).

(c) Find the discontinuity of G across the cut and its residues, in terms of normalised states.

Solution. On the upper lip φ and χ are real, so W[w*,w] = (2l+1)(m − m*) = 2i(2l+1) Im m. At large r, w ≈ (2κ)^l Γ(a)(2κr)^ν e^(ikr)/(2l)! and w′ ≈ ikw, so W[w*,w] = 2ik|w∞|². Here |(−2ikr)^(is)|² = e^(πs), and the recurrence and reflection formulas give |Γ(l+1−is)|² = Π(j²+s²)·πs/sinh πs = s^(2l) A πs/sinh πs. With ks = Z and e^(πs)/sinh πs = 2/(1−e^(−2πs)),

Im m = k|w∞|²/(2l+1) = π(2Z)^(2l+1) A/{(2l+1)[(2l)!]²(1−e^(−2πs))},

−Im G(E+i0)/π = ρ φ(r)φ(r′),  ρ = 2 Im m/(π(2l+1)) = D A/(1 − e^(−2πs)).

On the lower lip κ = +ik and G is the complex conjugate. Since φ = Im w/Im m, its asymptotic amplitude is B = |w∞|/Im m = (2l+1)/(k|w∞|), so ρ = 2k|w∞|²/(π(2l+1)²) = 2/(πkB²). With F = φ/B, the regular Coulomb function of unit amplitude, and dE = k dk,

ρ φ(r)φ(r′) dE = (2/π) F(r)F(r′) dk.

For l = 0 and Z → 0, ρ → 2k/π and F → sin kr, the free case.

The reflection formula gives h = π cot πν + η(ν), η = ψ(ν) − ln ν + 1/(2ν). From the series of ψ, Im ψ(is) = Σ(n≥0) s/(n²+s²) = 1/(2s) + (π/2)coth πs, so Im η = (π/2)(coth πs − 1). With π cot(iπs) = −iπ coth πs,

Im h = −(π/2)(1 + coth πs) = −π/(1 − e^(−2πs)).

The term DAh thus carries the whole discontinuity, Im q(−ik) = 0 for all k > 0, the odd powers of κ in q vanish, and q is a polynomial in E. So G = (entire in E) + D A h φφ.

Near ν = n, h ≈ 1/(ν−n), and dν/dE = Z(−2E)^(−3/2) = ν³/Z². The residue at E_n = −Z²/(2n²) is λ_n φ_n(r)φ_n(r′) with

λ_n = D A(E_n) Z²/n³,

which vanishes for n ≤ l. For n > l, (E−E_n)w → −(2l+1)λ_n φ_n/2, so φ_n decays. Integrate W[φ_n,w]′ = −2(E−E_n)φ_n w from 0, where W = −(2l+1), to ∞, where W = 0: 2l+1 = −2(E−E_n)∫φ_n w dr. The decay is uniform near E_n, and the limit gives λ_n∫φ_n² dr = 1. The residue is u_n(r)u_n(r′) with u_n normalised.

(d) Let f be real, smooth, with compact support in (0,∞), S(E) = ⟨f|G|f⟩ and f̂(E) = ∫φf dr. Integrate (1 − E²/R²)S round the cut annulus ε < |E| < R, and estimate the large circle.

Solution. Take R > Z²/2 and ε between |E_(N+1)| and |E_N|. S is analytic apart from the poles and continuous onto both lips. The boundary runs anticlockwise on |E| = R, inward on the lower lip, clockwise on |E| = ε, outward on the upper lip. Let C(x) be (1/2πi)∮(1 − E²/R²)S dE anticlockwise on |E| = x. Since (S₋ − S₊)/(2πi) = −Im S₊/π, Cauchy's theorem gives

C(R) = Σ(l<n≤N) (1 − E_n²/R²) λ_n f̂(E_n)² + ∫(ε..R) (1 − E²/R²) ρ f̂² dE + C(ε).

For Im E ≠ 0, u = Gf is proportional to φ near 0 and to w at large r. Integration by parts then has no boundary term, ⟨u|Hu⟩ is real, and |Im E|‖u‖² = |Im⟨u|f⟩| ≤ ‖u‖‖f‖, so ‖Gf‖ ≤ ‖f‖/|Im E|. The same argument shows that G(E−H)f − f, a regular decaying solution of the homogeneous equation, is zero. Hence

S = ‖f‖²/E + ⟨f|G|Hf⟩/E.

The first term contributes ‖f‖² to C(R). The bound 1/|Im E| alone is not integrable where the circle meets the real axis; the factor cures this, since for E = Re^(iθ), |1 − e^(2iθ)| = 2|sin θ| = 2|Im E|/R. The second integrand is at most 2‖f‖‖Hf‖/R², and the length over 2π is R:

|C(R) − ‖f‖²| ≤ 2‖f‖‖Hf‖/R.

(e) The poles accumulate at E = 0, which is also the branch point. Choose the small circles and find the behaviour of C(ε).

Solution. The norm bound cannot decide this: a state at E = 0 would put μ/E into S, which obeys that bound and leaves C(ε) → μ. The explicit form of G is needed. The entire part integrates to zero, so only D A h f̂² remains, and DAf̂² is bounded near E = 0. Choose |ν| = N + ½, that is ε_N = Z²/[2(N+½)²], N ≥ max(l,1); on the circle Re ν ≥ 0.

For ν = x + iy, |cot πν|² = (cos²πx + sinh²πy)/(sin²πx + sinh²πy). If |y| ≥ ½ this is at most coth²(π/2). If |y| < ½, then N + ½ − x = y²/(N+½+x) < 1/6, so |cos πx| < |sin πx| and the ratio is below 1. Thus |cot πν| ≤ coth(π/2) = 1.0903.

For η, write ψ(ν) = lim(M→∞) [ln M − Σ(n<M) 1/(n+ν)], with 1/(n+ν) = ∫e^(−(n+ν)t)dt and ln M − ln ν = ∫(e^(−νt) − e^(−Mt))dt/t. The terms with e^(−Mt) multiply a bounded function and vanish, and 1/(1−e^(−t)) = 1 + 1/(e^t−1), so

η = −∫₀^∞ τ(t)e^(−νt) dt = −(1/ν)∫₀^∞ τ′(t)e^(−νt) dt,  τ = ½ − 1/t + 1/(e^t − 1).

Here τ(0) = 0, τ(∞) = ½ and τ′ = 1/t² − 1/(4 sinh²(t/2)) > 0, so |η| ≤ 1/(2|ν|) for Re ν ≥ 0. Then

|C(ε_N)| ≤ ε_N (1 + ε_N²/R²) [π coth(π/2) + 1/(2N+1)] max|D A f̂²| = O(N^(−2)).

The leading value follows by dominated convergence. For 0 < θ < π, ν = |ν|e^(i(π−θ)/2) has Im ν → +∞ and h → −iπ; below the axis h → +iπ. With ∫e^(iθ)dθ = ±2i on the two halves,

C(ε_N)/ε_N → (D f̂(0)²/2π)[(−iπ)(2i) + (iπ)(−2i)] = 2ρ(0) f̂(0)²,

since ρ(0) = D. The level spacing is Z²/n³ at large n, and λ_n n³/Z² = DA(E_n) → D: weight per unit energy is continuous through threshold, and the circle encloses an interval 2ε_N of it. The radius matters for the bound, not for the order of C. At ν = N + δ, π cot πν ≈ 1/δ − π²δ/3 and η ≈ −τ′(0)/ν² = −1/(12ν²), so h = 99.967 at ν = 20.01. The maximum-modulus bound then scales as ε/δ: it is O(N^(−2)) for fixed δ and no longer tends to zero if δ shrinks as fast as N^(−2). By Cauchy's theorem, moving the circle without crossing a pole changes C only by the piece of cut between the two radii, so C stays O(N^(−2)) on every circle that misses the poles.

(f) Deduce the completeness relation.

Solution. Let N → ∞ at fixed R, then R → ∞. All terms are non-negative and 1 − E²/R² increases with R, so monotone convergence applies:

‖f‖² = Σ(n>l) ⟨u_n|f⟩² + (2/π)∫₀^∞ ⟨F|f⟩² dk.

The map from f to its coefficients preserves the norm on a dense set, so it extends by continuity to L², and polarisation gives, for all f and g,

⟨g|f⟩ = Σ(n>l) ⟨g|u_n⟩⟨u_n|f⟩ + (2/π)∫₀^∞ ⟨g|F⟩⟨F|f⟩ dk.

E = 0 carries no weight. For general f, ⟨F|f⟩ is a mean-square limit of truncated integrals, and the expansion converges in the mean square, not necessarily at each point.

(g) Expand the He⁺ 1s orbital, R ∝ e^(−2r), in hydrogen s states (Z = 1, l = 0, f = re^(−βr), β = 2 bohr⁻¹). Repeat for u = e^(−2r).

Solution. Let J = ∫e^(−βr)φ dr/r and L = −dJ/dβ = ∫e^(−βr)φ dr, β > Re κ. The Laplace transform of φ″ = (κ² − 2Z/r)φ, with φ(0) = 0 and φ′(0) = 1, is β²L − 1 = κ²L − 2ZJ. The function y = [(β−κ)/(β+κ)]^ν has y′/y = 2Z/(β²−κ²), solves the homogeneous equation and tends to 1 at large β, where J → 0. So J = (1−y)/(2Z) and

L = y/(β²+2E),  f̂ = −dL/dβ = 2(β−Z) y/(β²+2E)².

On the cut (β+ik)/(β−ik) = e^(2i arctan(k/β)) and y = e^(−2s arctan(k/β)). The norm is 2/4³ = 0.03125 bohr³, λ_n = 4/n³, and p_n = λ_n f̂²/‖f‖².

n = 1: y = 1/3, f̂ = (2/3)/9 = 0.074074, p₁ = 4 × 0.074074²/0.03125 = 0.702332.
n = 2: y = (1.5/2.5)², f̂ = 0.72/3.75² = 0.0512, p₂ = 0.5 × 0.0512²/0.03125 = 0.041943.

Likewise p₃ = 0.011011, p₄ = 0.004457, p₅ = 0.002239. The continuum probability per unit energy is

512 e^(−(4/k) arctan(k/2))/[(1 − e^(−2π/k))(4+k²)⁴],

with threshold value d₀ = 512e^(−2)/256 = 0.270671 per hartree; n³p_n at n = 200 is 0.270676. Richardson extrapolation of the series and tanh-sinh quadrature in k give 0.76648074 + 0.23351926 = 1.00000000.

Moments. Hf = (1−2r)e^(−2r), so ⟨f|Hf⟩ = 1/16 − 4/64 = 0 and ‖Hf‖²/‖f‖² = 32(1/4 − 1/4 + 1/8) = 4. Because f(0) = 0, integration by parts gives ⟨φ|Hf⟩ = Ef̂, and (f) turns these into spectral moments. The same numerical methods give −0.357241 hartree from the poles and +0.357241 from the cut, and a second moment of 4.000000 hartree². The mean continuum energy is 0.357241/0.233519 = 1.5298 hartree, or 41.63 eV, within this non-relativistic fixed-nucleus model.

Small circles. Since ln y = −2Z(1/β + κ²/(3β³) + …) is even in κ, f̂ is analytic for |E| < β²/2. Cauchy's theorem between ε_N and ε_M, M → ∞, shows that the circle integral of 4Zhf̂²/‖f‖² equals the omitted poles plus the cut below ε_N. By 200-point Gauss-Legendre quadrature in θ, in units of 10⁻³:

N = 5: circle 8.9113 = 4.4983 + 4.4130; 2εd₀ = 8.9478.
N = 10: circle 2.4523 = 1.2294 + 1.2229; 2εd₀ = 2.4551.
N = 20: circle 0.6439 = 0.3222 + 0.3217; 2εd₀ = 0.6441.

At N = 20 the bound of (e), with the maximum taken over the nodes, is 1.113 in these units; the largest |h| on the nodes is 3.1416, near the value π approached away from the negative axis. The small deviations follow at next order in ε. From ln f̂ = const + (1/6 − 1)E, the density is d₀(1 − 5E/3), which gives factors 1 ± 5ε/6 below and above threshold. The midpoint rule gives Σ(n>N) n^(−3) ≈ 1/(2(N+½)²) − 1/(8(N+½)⁴) = ε(1 − ε/2). So poles/cut ≈ 1 + 7ε/6 and circle ≈ 2εd₀(1 − ε/4). At N = 5, ε = 0.016529 hartree, these are 1.0193 and 8.911.

Large circles. This f has no compact support, but (d) needs only that S is analytic off the poles and the cut and continuous onto the lips, that ‖Gf‖ ≤ ‖f‖/|Im E|, and that G(E−H)f = f with Hf square integrable. These hold because f and Gf decay exponentially and vanish at r = 0, so that the integrations by parts leave no boundary term, and because ‖Hf‖ is finite. With N = 10 the right side of (d), divided by ‖f‖², is

R = 20: 0.76481067 + 0.22776748 + 0.00245229 = 0.99503044,
R = 80: 0.76522382 + 0.23187837 + 0.00245229 = 0.99955448.

The deficits from 1, 4.970×10⁻³ and 4.455×10⁻⁴, lie far below the bounds 2√4/R = 0.2 and 0.05. By (f) the deficit is the spectral average of min(1, E²/R²), which is at most 4/R², that is 0.01 and 6.25×10⁻⁴.

Pointwise. At large k, ρf̂φk ≈ (2k/π)(2/k⁴)(1/k)k times an oscillating factor, so the integrand falls as k^(−3), the integral converges uniformly for r away from 0, and together with the bound-state sum it represents f at each such point. At r = 1, with Gauss-Legendre panels up to k = 60 (the oscillating remainder is of order 60^(−3)), bound 0.12099 plus continuum 0.01435 gives 0.13534 = e^(−2).

For u = e^(−2r) the overlap is L and the norm is 0.25 bohr, so p₁ = 4(1/9)²/0.25 = 0.197531. The totals are 0.22665446 and 0.77334554, again summing to 1. The integrand ρL²k now falls only as k^(−2), so the first energy moment diverges. Every truncated expansion vanishes at r = 0 while u(0) = 1, so the convergence cannot be uniform near the origin, although it holds in the mean square.

All numerical values are calculated from the stated model.
